\section*{Vapour Pressure of a Liquid Precursor under Inert Carrier Gas}

\section{The problem}

A liquid precursor is held at temperature $T$ in a bubbler. Left alone with its own vapour, it has the saturated vapour pressure $p_0$. An inert carrier gas is now admitted, the total pressure rises to $P$, and the gas leaves the bubbler saturated. The question is how the partial pressure $p$ of the precursor compares with $p_0$ at the same temperature.

The basic model has four assumptions. The liquid is pure, so no carrier dissolves in it. Its molar volume $V$ does not depend on pressure. The gas phase is ideal. The interface is flat, so that liquid and gas share the pressure $P$. The first three assumptions are relaxed in part (e). A solid precursor obeys the same equations if it is under the hydrostatic pressure $P$.

The example uses round values:
\[
V=200\ \mathrm{cm^3/mol},\quad T=400\ \mathrm{K},\quad p_0=20\ \mathrm{Torr}=0.02666\ \mathrm{bar},
\]
with an enthalpy of vaporisation $\Delta H=55$ kJ/mol and a carrier flow of 100 sccm. The gas constant is $R$, and $RT=3325.79$ J/mol.

\section{(a) Response to a small change of pressure}

\textbf{Question.} Find $dp/dP$ at constant temperature from the equality of chemical potentials.

\textbf{Solution.} Precursor molecules can cross the interface, so at equilibrium
\begin{equation}
\mu_{\rm l}(T,P)=\mu_{\rm g}(T,p).
\label{eq:balance}
\end{equation}
The two sides have different pressure arguments. The liquid is squeezed by the total pressure, whichever molecules exert it. For a pure substance $d\mu=-S\,dT+V\,dP$, with $S$ the molar entropy, so at constant $T$
\begin{equation}
d\mu_{\rm l}=V\,dP .
\end{equation}

In an ideal gas mixture the Helmholtz energy is a sum over species. For $n_i$ moles of species $i$ in the volume $\mathcal V$,
\begin{equation}
F_{\rm g}=\sum_i n_i\left[f_i(T)+RT\left(\ln\frac{n_i}{c^\circ\mathcal V}-1\right)\right],
\label{eq:Fgas}
\end{equation}
where $c^\circ$ is a reference concentration. Differentiation with respect to $n_i$ at fixed $T$ and $\mathcal V$ gives
\begin{equation}
\mu_i=f_i(T)+RT\ln\frac{n_i}{c^\circ\mathcal V}
     =f_i(T)+RT\ln\frac{p_i}{c^\circ RT},
\end{equation}
because the $-1$ cancels the derivative of the logarithm, and $p_i=n_iRT/\mathcal V$. The carrier does not appear in the chemical potential of the precursor vapour. Hence, at constant $T$,
\begin{equation}
d\mu_{\rm g}=RT\,\frac{dp}{p}.
\end{equation}
Both sides of Eq.~(\ref{eq:balance}) must change equally, so $V\,dP=RT\,dp/p$, or
\begin{equation}
\frac{dp}{dP}=\frac{pV}{RT}.
\label{eq:slope}
\end{equation}
The slope is positive. Pressure raises the chemical potential of the liquid, and the vapour must become denser to match it. The slope is also the ratio of $V$ to the molar volume $RT/p$ of the vapour, which makes it small.

\section{(b) The finite increase}

\textbf{Question.} Integrate the result of (a). Evaluate the increase for a pressure excess $P-p_0=1$ bar, and for a total pressure $P=1$ bar.

\textbf{Solution.} Without carrier the total pressure is the vapour pressure itself, so the starting point is $P=p=p_0$, not $P=0$. Separating variables and integrating with constant $V$,
\begin{equation}
\int_{p_0}^{p}\frac{dp'}{p'}=\frac{V}{RT}\int_{p_0}^{P}dP',
\end{equation}
which gives
\begin{equation}
\boxed{\;\frac{p}{p_0}=\exp\left[\frac{V(P-p_0)}{RT}\right]\;}
\label{eq:poynting}
\end{equation}
This is the Poynting factor. When the exponent is small, $e^z\simeq1+z$, and
\begin{equation}
\frac{p-p_0}{p_0}\simeq\frac{V(P-p_0)}{RT}.
\label{eq:linear}
\end{equation}

For $P-p_0=1$ bar $=10^5$ Pa, the work term is
\[
V(P-p_0)=(2.00\times10^{-4}\ \mathrm{m^3/mol})(10^5\ \mathrm{Pa})=20.00\ \mathrm{J/mol},
\]
and the exponent is $20.00/3325.79=0.006014$. The increase is therefore $0.603\,\%$, or about $0.6\,\%$. The same number is a ratio of volumes: one mole of ideal gas at 1 bar and 400 K fills 33258 cm$^3$, and $200/33258=0.00601$.

If the total pressure is 1 bar, the excess is $1-0.02666=0.97334$ bar. The exponent becomes $0.005853$ and the increase $0.587\,\%$, which takes the partial pressure from 20.00 to 20.12 Torr. Both readings of ``1 bar'' round to $0.6\,\%$.

The increase vanishes as $P\to p_0$, when there is no carrier. At $P=0.1$ bar it is $0.044\,\%$. At 10 bar it is $6.2\,\%$, and at 100 bar Eq.~(\ref{eq:poynting}) gives $82\,\%$, where the linear form (\ref{eq:linear}) would give $60\,\%$. The last two values only show how the formula behaves. The assumptions of an ideal gas and an insoluble carrier are not safe at such pressures, and part (e) shows that the effect of gas imperfection can be as large as the Poynting term at 1 bar and below as well. With $V$ and $P-p_0=1$ bar held fixed, cooling to 340 K raises the increase to $0.71\,\%$, since the exponent varies as $1/T$.

\section{(c) The same result from a closed vessel}

\textbf{Question.} Seal $N$ moles of precursor and $n_{\rm c}$ moles of carrier in a rigid vessel of volume $\mathcal V_{\rm t}$. Find the equilibrium by minimising the Helmholtz energy, without assigning a pressure to the liquid beforehand. What does the carrier act on?

\textbf{Solution.} Let $n$ moles be evaporated. The liquid holds $N-n$ moles and occupies $(N-n)V$, which leaves for the gas
\begin{equation}
\mathcal V_{\rm g}=\mathcal V_{\rm t}-(N-n)V,\qquad
\frac{d\mathcal V_{\rm g}}{dn}=V .
\end{equation}
An incompressible liquid has a molar Helmholtz energy $f_{\rm l}$ that depends on temperature alone. With Eq.~(\ref{eq:Fgas}) for the gas, and with terms that do not depend on $n$ dropped,
\begin{align}
F={}&(N-n)f_{\rm l}+n f_{\rm g}
+nRT\left(\ln\frac{n}{c^\circ\mathcal V_{\rm g}}-1\right)\nonumber\\
&+n_{\rm c}RT\left(\ln\frac{n_{\rm c}}{c^\circ\mathcal V_{\rm g}}-1\right).
\end{align}
The amount $n$ enters both directly and through $\mathcal V_{\rm g}$. Since $d(-\ln\mathcal V_{\rm g})/dn=-V/\mathcal V_{\rm g}$, the condition $dF/dn=0$ reads
\begin{equation}
-f_{\rm l}+f_{\rm g}+RT\ln\frac{n}{c^\circ\mathcal V_{\rm g}}
-\frac{(n+n_{\rm c})RT}{\mathcal V_{\rm g}}\,V=0 .
\end{equation}
The factor in front of $V$ is the total gas pressure $P=(n+n_{\rm c})RT/\mathcal V_{\rm g}$. Using $p=nRT/\mathcal V_{\rm g}$ and solving for $p$,
\begin{equation}
p=p_*\,e^{PV/RT},\qquad p_*=c^\circ RT\,e^{(f_{\rm l}-f_{\rm g})/RT}.
\end{equation}
The constant $p_*$ is independent of the carrier. Without carrier, $p_0=p_*e^{p_0V/RT}$. Dividing the two equations removes $p_*$ and returns Eq.~(\ref{eq:poynting}).

The carrier acts on the volume that the liquid occupies. Each mole that evaporates frees the volume $V$, into which all the gas expands, and this lowers the free energy by $PV$. If $V$ were zero, the carrier would have no effect on $p$ in this model.

A numerical minimum of this free energy, with the pressure taken from its volume derivative, gives an increase of $0.5870\,\%$ at $P=1.00000$ bar, in agreement with (b). A second vessel at 97.353 bar gives $p/p_0=1.7955$. With $RT=33258$ cm$^3$\,bar/mol and $P-p_0=97.353-0.027=97.326$ bar, the exponent and the ratio from Eq.~(\ref{eq:poynting}) are
\[
\frac{200\times97.326}{33258}=0.5853,\qquad e^{0.5853}=1.7955 .
\]

\section{(d) Delivered flow and equivalent temperature error}

\textbf{Question.} At fixed temperature, carrier flow and total pressure $P=1$ bar, how much does the delivered precursor flow change? What error in bubbler temperature would have the same effect on $p$?

\textbf{Solution.} In the saturated outlet gas the mole ratio of precursor to carrier equals the ratio of partial pressures. For a molar carrier flow $\dot n_{\rm c}$ the precursor flow is
\begin{equation}
\dot n=\dot n_{\rm c}\,\frac{p}{P-p}.
\end{equation}
Taking the logarithm and differentiating at fixed $P$ and $\dot n_{\rm c}$,
\begin{equation}
\frac{d\dot n}{\dot n}=\frac{dp}{p}+\frac{dp}{P-p}
=\frac{P}{P-p}\,\frac{dp}{p}.
\end{equation}
The multiplier exceeds one because more precursor also means less carrier per unit of pressure. Inserting Eq.~(\ref{eq:linear}), with $p\simeq p_0$ in the multiplier, gives to first order
\begin{equation}
\frac{\delta\dot n}{\dot n}\simeq\frac{P}{P-p_0}\,\frac{V(P-p_0)}{RT}=\frac{PV}{RT}.
\end{equation}
The subtraction of $p_0$ cancels in the flow.

A flow of 100 sccm, counted at $0\,^\circ$C and 1 atm, is 4461.5 $\mu$mol/min. Without the Poynting factor the precursor flow is
\[
4461.5\times\frac{0.02666}{0.97334}=122.2\ \mu\mathrm{mol/min},
\]
and with it 123.0 $\mu$mol/min. The relative change is $0.603\,\%$, against $0.587\,\%$ for the partial pressure; the multiplier is 1.027.

For the temperature error, follow the liquid and its own vapour along saturation. Equality of $d\mu=-S\,dT+V\,dp_0$ in the two phases gives $(V_{\rm g}-V)\,dp_0=(S_{\rm g}-S_{\rm l})\,dT$. At equilibrium $S_{\rm g}-S_{\rm l}=\Delta H/T$. Neglecting $V$ beside $V_{\rm g}=RT/p_0$,
\begin{equation}
\frac{d\ln p_0}{dT}=\frac{\Delta H}{RT^2},
\qquad
\delta T\simeq\frac{RT^2}{\Delta H}\,\ln\frac{p}{p_0}.
\end{equation}
The numbers are
\[
\delta T=\frac{3325.79\times400}{55000}\times0.005853\ \mathrm{K}=0.14\ \mathrm{K}.
\]
A bubbler whose temperature is uncertain by more than this cannot reveal the Poynting increase through its absolute delivery rate.

\section{(e) What the basic model leaves out}

\textbf{Question.} Estimate the effects of liquid compressibility, dissolved carrier and gas imperfection near $P=1$ bar. Is the Poynting increase the whole increase?

\textbf{Solution: compressibility.} Let $\kappa$ be the isothermal compressibility and $\Delta=P-p_0$. To first order the molar volume at an excess pressure $s$ is $V(1-\kappa s)$, so the work term becomes
\begin{equation}
\int_0^{\Delta}V(1-\kappa s)\,ds=V\Delta\left(1-\frac{\kappa\Delta}{2}\right).
\end{equation}
For a rough $\kappa=1$ GPa$^{-1}$ the exponent falls by about 49 parts per million of itself, which is negligible.

\textbf{Solution: dissolved carrier.} If a mole fraction $x$ of carrier dissolves and the solution is ideal, the chemical potential of the precursor in the liquid gains $RT\ln(1-x)$. Equation~(\ref{eq:balance}) then multiplies $p$ by $1-x$. A rough $x=0.001$ lowers $p$ by $0.1\,\%$, one sixth of the Poynting increase and of opposite sign.

\textbf{Solution: gas imperfection.} Label the carrier 1 and the precursor 2, with mole fractions $y_1$ and $y_2$ in the gas, and define $p=y_2P$. To first order in pressure, $n$ moles of gas mixture occupy $nRT/P+nB$, where
\begin{equation}
B=y_1^2B_{11}+2y_1y_2B_{12}+y_2^2B_{22}.
\end{equation}
The coefficients $B_{ij}$ describe pair interactions and are negative when attraction prevails. Integrating the extra volume $nB$ over pressure gives the extra Gibbs energy $nBP$. Its derivative with respect to $n_2$ is the extra chemical potential. Writing $nB=\sum_{ij}n_in_jB_{ij}/n$,
\begin{align}
\frac{\partial(nBP)}{\partial n_2}
&=P\left[2y_1B_{12}+2y_2B_{22}-B\right]\nonumber\\
&=P\left[2y_1(1-y_2)B_{12}+(2y_2-y_2^2)B_{22}-y_1^2B_{11}\right]\nonumber\\
&=P\left[B_{22}+y_1^2\delta\right],\quad \delta=2B_{12}-B_{11}-B_{22},
\end{align}
where the last line uses $1-y_2=y_1$ and $2y_2-y_2^2=1-y_1^2$. Without carrier, $y_1=0$ and the extra term is $p_0B_{22}$. Subtracting the equilibrium conditions with and without carrier,
\begin{equation}
V(P-p_0)=RT\ln\frac{p}{p_0}+B_{22}(P-p_0)+y_1^2\delta P,
\end{equation}
and therefore
\begin{equation}
\ln\frac{p}{p_0}=\frac{(V-B_{22})(P-p_0)-y_1^2\,\delta\,P}{RT}.
\label{eq:virial}
\end{equation}
For a trace of precursor, $p_0\ll P$ and $y_1\to1$, the coefficient $B_{22}$ cancels and the right side tends to $(V-2B_{12}+B_{11})P/RT$. Attraction between carrier and precursor, $B_{12}<0$, thus helps to hold precursor in the gas.

The coefficients are estimated with Lennard-Jones pair potentials $u(r)$ and
\begin{equation}
B_{ij}=-2\pi N_{\rm A}\int_0^\infty\left(e^{-u_{ij}(r)/kT}-1\right)r^2\,dr .
\end{equation}
Rough diameters of 0.36 and 0.65 nm and well depths over $k$ of 100 and 500 K are taken for carrier and precursor. The mixed pair has the mean diameter, 0.505 nm, and the geometric mean depth, 223.6 K. At 400 K this gives $B_{11}=6.8$, $B_{12}=-133.8$ and $B_{22}=-1293.5$ cm$^3$/mol, hence $\delta=1019$ cm$^3$/mol. With $y_2\simeq0.027$, $y_1^2\simeq0.947$, and the part of Eq.~(\ref{eq:virial}) without $V$ is
\[
\frac{1293.5\times0.973-0.947\times1019}{33258}\simeq0.009 .
\]

Gas imperfection thus adds about $0.9\,\%$ in this estimate, more than the Poynting term. The two together give $1.5\,\%$, and $1.4\,\%$ after the loss to dissolved carrier. The free-energy minimum of part (c), extended by the pair terms and the dissolved gas, confirms these sums for the chosen coefficients. The answer to the question is no: $0.6\,\%$ is the part due to the added pressure on the liquid, and the full change of $p$ depends on the carrier as well.

\section{(f) Comparison with a real bubbler}

\textbf{Question.} How do these numbers bear on a real bubbler?

\textbf{Solution.} The chosen $V$, $p_0$ and $\Delta H$ are round values, not data for a particular compound. If the bubbler runs at reduced pressure, the Poynting term shrinks in proportion to $P-p_0$. The spherical pair potential is crude for a large molecule: a Lennard-Jones fluid with the precursor parameters of (e) would have a vapour pressure near 1 bar and an enthalpy of vaporisation near 29 kJ/mol at 400 K, far from the values of the example. A real compound as involatile as the example can have a $B_{22}$ several times more negative; a corresponding-states estimate for a long alkane in argon or nitrogen gives roughly $1.0$ to $1.1\,\%$ at 1 bar. The $0.9\,\%$ therefore illustrates the chosen pair of gases and is not a correction to be applied. Since $y_1P\simeq P-p_0$, the part of Eq.~(\ref{eq:virial}) without $V$ is close to $[-y_2B_{22}-y_1(2B_{12}-B_{11})](P-p_0)/RT$. Near 1 bar, where $y_2$ is small, it depends strongly on the carrier: with one that attracts the precursor only weakly the contribution is much smaller and can change sign. Lennard-Jones helium (0.256 nm, 10.2 K) gives about $-0.06\,\%$. At reduced pressure the term $-y_2B_{22}$ gains weight and the carrier matters less: at 0.1 bar the contribution is $0.12\,\%$ for the carrier of (e) and $0.07\,\%$ for helium, both above the Poynting increase of $0.044\,\%$.

Real bubblers also depart from uniform temperature, because evaporation cools the liquid, and so does a carrier that enters cold. The flow of 122.2 $\mu$mol/min absorbs $122.2\times10^{-6}\times55000=6.7$ J/min, or 0.11 W. If the carrier enters preheated to 400 K and no heat is lost to the surroundings, this is the whole heat load. Losses from a poorly insulated vessel can be larger than this and would raise the conductances estimated below. To keep the resulting steady cooling below 0.14 K, the thermal conductance between the liquid and its heater must exceed $0.11/0.14\simeq0.8$ W/K. With a smaller conductance, and the heater held at 400 K, the cooling lowers $p$ by more than the Poynting factor raises it. A monatomic carrier that enters at $25\,^\circ$C takes up about 0.16 W more, which raises the required conductance to about 1.9 W/K.

\section*{Calculated quantities}
\begin{verbatim}
Temperature: 400 K
Condensed molar volume V: 200 cm3/mol
Vapour pressure without carrier p0: 20.00 Torr
p0 in bar: 0.02666 bar
R*T: 3325.79 J/mol
Ideal-gas molar volume at 1 bar: 33258 cm3/mol
V times 1 bar: 20.00 J/mol
Exponent for P - p0 = 1 bar: 0.006014
Increase for P - p0 = 1 bar: 0.6032 %
Exponent for total P = 1 bar: 0.005853
Increase for total P = 1 bar: 0.5870 %
Partial pressure at total P = 1 bar: 20.1174 Torr
Increase at total P = 0.1 bar: 0.0441 %
Increase at total P = 10 bar: 6.1811 %
Increase at total P = 100 bar: 82.4309 %
Increase at 340 K, P - p0 = 1 bar, same V: 0.7100 %
Vessel, ideal gas, total pressure: 1.00000 bar
Vessel, ideal gas, increase: 0.5870 %
Vessel, dense case, total pressure: 97.353 bar
Vessel, dense case, ratio p/p0: 1.79550
Carrier flow (100 sccm): 4461.5 umol/min
Precursor flow without Poynting: 122.223 umol/min
Precursor flow with Poynting: 122.960 umol/min
Change of precursor flow: 0.6032 %
Delivery multiplier P/(P - p0): 1.02739
Enthalpy of vaporisation: 55 kJ/mol
Equivalent temperature rise: 0.1416 K
Rough compressibility: 1.0 1/GPa
Exponent lost to compressibility: 48.7 ppm of itself
Rough dissolved carrier fraction: 0.00100
Change of p by dissolved carrier: -0.100 %
LJ diameters 1, 2: 0.36, 0.65 nm
LJ well depths over k 1, 2: 100, 500 K
LJ mixed diameter: 0.505 nm
LJ mixed well depth over k: 223.6 K
B11 carrier-carrier: 6.8 cm3/mol
B12 carrier-precursor: -133.8 cm3/mol
B22 precursor-precursor: -1293.5 cm3/mol
Gas-imperfection part near 1 bar: 0.889 %
Poynting plus gas imperfection: 1.482 %
All three with dissolved carrier: 1.380 %
\end{verbatim}
